# Two Equal Impurities in a Chain: Coherent and Incoherent Transmission

## Problem

An infinite chain of identical sites has site energy zero and nearest-neighbour hopping $-t$, with $t>0$. The energy $U=2t$ is added to two sites, $n$ bonds apart, with $n=1,2,3,\dots$ An electron arrives from the left at the band centre, $E=0$.

1. What fraction $T$ is transmitted, and how does it depend on $n$?
2. What is the fraction if the electron loses its phase between the impurities, but keeps its energy and its direction of motion?
3. Under what conditions does each answer apply? Consider other strengths, a temperature of 300 K, and a graphene ribbon whose open channel is such a chain.

Electrons are treated as independent. The amplitude $\psi_m$ on site $m$ obeys
$$-t(\psi_{m+1}+\psi_{m-1})+U_m\psi_m=E\psi_m ,$$
where $U_m$ is $U$ on the two impurity sites and zero elsewhere. On clean sites $\psi_m=e^{ikm}$ gives $E=-2t\cos k$, with $k$ in radians per site. The velocity is proportional to $dE/dk=2t\sin k$, so $0<k<\pi$ describes motion to the right. The band centre is $k=\pi/2$.

## First estimate by scaling

A weak impurity reflects an amplitude proportional to $U$. The energy to compare it with is the one that sets the velocity, $dE/dk=2t$ at the band centre. The reflected-to-transmitted ratio of one impurity should therefore scale as
$$\frac{R_1}{T_1}\sim\left(\frac{U}{2t}\right)^2=1 ,$$
if the weak-scattering law is stretched to a ratio of order one and its prefactor is taken as one. With $R_1+T_1=1$ this gives $T_1\approx 1/2$.

If the two impurities act like resistors in series, the ratio doubles: $R/T\approx2$, so $T\approx1/3$. This estimate contains no phase, and hence no dependence on $n$.

## Exact solution

**One impurity.** Place it at $m=0$ and write
$$\psi_m=e^{ikm}+re^{-ikm}\ (m\le0),\qquad \psi_m=\tau e^{ikm}\ (m\ge0).$$
Both forms must agree at $m=0$, so $\tau=1+r$. Then
$$\psi_{-1}=e^{-ik}+(\tau-1)e^{ik}=\tau e^{ik}-2i\sin k .$$
The equation at site 0 becomes
$$-t\,(2\tau e^{ik}-2i\sin k)+U\tau=-2t\cos k\;\tau .$$
Since $e^{ik}-\cos k=i\sin k$, collecting the terms in $\tau$ gives
$$\tau\,(U-2it\sin k)=-2it\sin k .$$
Dividing by $-2it\sin k$ and using $1/(-i)=i$,
$$\tau=\frac{1}{1+i\alpha},\qquad r=\tau-1=\frac{-i\alpha}{1+i\alpha},\qquad \alpha=\frac{U}{2t\sin k}.$$
Thus $T_1=|\tau|^2=1/(1+\alpha^2)$ and $R_1=|r|^2=\alpha^2/(1+\alpha^2)$. At $E=0$ and $U=2t$, $\alpha=1$ and $T_1=R_1=1/2$. The interpolation used in the estimate is exact for one impurity.

**Two impurities.** Put them at sites $0$ and $n$. Between them the wave is $Ae^{ikm}+Be^{-ikm}$; to the right it is $\tau_2e^{ikm}$.

At site $n$ the arriving amplitude is $Ae^{ikn}$ and the reflected one is $Be^{-ikn}$. Hence $B=rAe^{2ikn}$. At site 0 the right-moving wave consists of the transmitted incident wave and the reflected part of $B$. The impurity is mirror symmetric, so the same $r$ applies from either side:
$$A=\tau+rB=\tau+r^2e^{2ikn}A .$$
Solving for $A$, and using $\tau_2=\tau A$ at the second impurity,
$$\tau_2=\frac{\tau^2}{1-r^2e^{2ikn}} .$$
Now insert $\tau^2=1/(1+i\alpha)^2$ and $r^2=-\alpha^2/(1+i\alpha)^2$. With $c=\cos kn$ and $s=\sin kn$,
$$\frac1{\tau_2}=(1+i\alpha)^2+\alpha^2e^{2ikn}
=1+2i\alpha+\alpha^2(e^{2ikn}-1).$$
Because $e^{2ikn}-1=2is(c+is)=-2s^2+2isc$,
$$\frac1{\tau_2}=1-2\alpha^2s^2+2i\alpha(1+\alpha sc).$$
The squared modulus is
$$\frac1T=1-4\alpha^2s^2+4\alpha^4s^4+4\alpha^2+8\alpha^3sc+4\alpha^4s^2c^2 .$$
The second and fourth terms combine to $4\alpha^2c^2$, and the two terms in $\alpha^4$ to $4\alpha^4s^2$. Therefore
$$\boxed{\frac1T=1+4\alpha^2(\cos kn+\alpha\sin kn)^2}$$

At the band centre $kn=\pi n/2$. For even $n$ the sine vanishes and $\cos^2kn=1$; for odd $n$ the roles are exchanged:
$$\frac1T=1+4\alpha^2\ (n\text{ even}),\qquad \frac1T=1+4\alpha^4\ (n\text{ odd}).$$
For $\alpha=1$ both equal 5, so $T=1/5$ for every separation. A direct numerical solution of the chain gives 0.2000000000 for all $n$ from 1 to 60.

The phases show why. For $\alpha=1$, $r^2=-1/(1+i)^2=i/2$, while $e^{2ikn}=(-1)^n$. One round trip thus multiplies the wave by $\pm i/2$. It returns a quarter cycle ahead or behind, and both cases have the same modulus:
$$T=\frac{T_1^2}{|1\mp i/2|^2}=\frac{1/4}{5/4}=\frac15 .$$

**No phase memory.** Probabilities now replace amplitudes. The events that destroy the phase are assumed not to turn the electron back; if they did, they would add a resistance of their own and lower the result. The electron passes both impurities after $0,1,2,\dots$ round trips, each costing a factor $R_1^2$:
$$T_{\rm inc}=T_1^2(1+R_1^2+R_1^4+\dots)=\frac{T_1^2}{1-R_1^2}=\frac{T_1}{1+R_1},$$
where $1-R_1^2=T_1(1+R_1)$ was used. For $T_1=R_1=1/2$ this is $1/3$. The partial sums are 0.2500, 0.3125, 0.3281 and 0.3320. Moreover,
$$\frac{1-T_{\rm inc}}{T_{\rm inc}}=\frac{1+R_1-T_1}{T_1}=2\,\frac{R_1}{T_1},$$
which is the series-resistor rule assumed in the estimate.

## Comparison of the estimate with the solution

The scaling estimate reproduces the incoherent answer, $1/3$, and exceeds the coherent answer by a factor $5/3$. In terms of $R/T$ it gives 2 where the coherent value is 4. The missing ingredient is interference.

For even $n$, $R/T=4\alpha^2=(2\alpha)^2$: the pair transmits like one impurity of doubled strength. For odd $n$, $R/T=4\alpha^4$, which for weak impurities is far below $2\alpha^2$ because the first-order reflections cancel. The two expressions agree for nonzero $\alpha$ only when $\alpha^2=1$, that is, $|U|=2t$. Other strengths alternate with $n$:

| $U/t$ | $T$, odd $n$ | $T$, even $n$ |
|---|---|---|
| 1.0 | 0.8000 | 0.5000 |
| 1.8 | 0.2759 | 0.2358 |
| 2.0 | 0.2000 | 0.2000 |
| 3.0 | 0.0471 | 0.1000 |

Averaging over separations at $E=0$ does not turn $1/5$ into $1/3$, since every member of the average is $1/5$. A uniform average over the round-trip phase does. Expanding $1/(1-r^2e^{i\Phi})$ in powers of $e^{i\Phi}$ and squaring, the cross terms average to zero and leave $1+R_1^2+R_1^4+\dots$, the incoherent sum.

Such an average arises away from the band centre when $k/\pi$ is irrational. At $k=1.3$, with $\alpha=1$ held fixed by setting $U=2t\sin k$, the mean over $n=1$ to 400 is 0.3332. Individual values range from 0.1111 to 0.9938. They lie between the limits $(1/4)/(3/2)^2=1/9$ and $(1/4)/(1/2)^2=1$, set by round-trip factors $-1/2$ and $+1/2$.

## Temperature

Let the chemical potential lie at the band centre. Electrons within a few $k_BT$ of it contribute to the linear conductance with weight $-df/dE$, where $f$ is the Fermi function. Put $k=\pi/2+q$; then $E=2t\sin q\approx2tq$, and the round-trip phase is
$$2kn\approx\pi n+nE/t .$$
Keep $\alpha=1$, since $\sin k$ changes only at second order in $E/t$. With $r^2=\tfrac12e^{i\pi/2}$ and $\theta=\pi/2+2kn$, multiplying the geometric series by its conjugate and grouping terms by the difference $m$ of their powers gives
$$T=\frac13\Big[1+2\sum_{m\ge1}2^{-m}\cos m\theta\Big].$$
The weight is even in $E$, so each cosine is replaced by its value at $E=0$ times the average of $\cos(mnE/t)$. For odd $m$ that value is zero; for $m=2j$ it is $(-1)^j$.

The remaining average, with $y=E/k_BT$ and $p=2jnk_BT/t$, is
$$I=\int_{-\infty}^{\infty}\frac{e^{y}}{(1+e^{y})^2}\,e^{ipy}\,dy .$$
Shifting $y$ by $2\pi i$ multiplies the integrand by $e^{-2\pi p}$. The rectangle between the two lines encloses a double pole at $y=i\pi$, where the first factor behaves as $-1/(y-i\pi)^2$ with no simple-pole term. The residue is $-ipe^{-\pi p}$, so
$$I=\frac{2\pi p\,e^{-\pi p}}{1-e^{-2\pi p}}=\frac{\pi p}{\sinh\pi p}.$$
Consequently
$$\langle T\rangle=\frac13\Big[1+2\sum_{j\ge1}\Big(-\frac14\Big)^j\frac{x_j}{\sinh x_j}\Big],\qquad x_j=\frac{2\pi jnk_BT}{t}.$$
As $n k_BT/t\to0$ the sum is $-1/5$ and $\langle T\rangle=1/5$. For large $nk_BT/t$ it vanishes and $\langle T\rangle=1/3$, provided $k_BT$ is still far below $t$, as the linear form of the band requires. Energy averaging alone produces the incoherent value; no inelastic event is needed.

## A graphene ribbon

Consider an armchair ribbon 41 rows wide, or 4.92 nm, with rough typical parameters $t=2.7$ eV and bond length 0.142 nm. In the nearest-neighbour model a transverse mode has amplitude $\sin\theta j$ on row $j$, with $\theta=p\pi/42$ and $p=1,2,\dots,21$. (Replacing $p$ by $42-p$ only changes the sign on even rows, which fill whole columns, so it gives no new states.) Bonds along the ribbon give hopping $t$. The two slanted bonds give $2t\cos\theta$, because $\sin\theta(j+1)+\sin\theta(j-1)=2\cos\theta\sin\theta j$.

For $p=14$, $\theta=\pi/3$ and both hoppings equal $t$: this mode is the uniform chain. The other modes have unequal hoppings and are closed at $E=0$. An energy $2t=5.4$ eV on every atom of two transverse columns does not mix modes, so it realises the problem. Solving the full ribbon without separating modes gives $T=0.2000$, to four digits, for $n=1,2,3$ and 10.

With $2e^2/h=77.48$ µS, the conductance at $E=0$ is $77.48/5=15.50$ µS coherently and $77.48/3=25.83$ µS incoherently. At 300 K, $k_BT=0.02585$ eV and $x_1=1$ at $n=t/(2\pi k_BT)=16.6$ sites. The mean column spacing is $0.75\times0.142=0.1065$ nm, and the thermal averages for the uniform chain are:

| $n$ | distance (nm) | $\langle T\rangle$ |
|---|---|---|
| 10 | 1.065 | 0.2040 |
| 30 | 3.195 | 0.2393 |
| 100 | 10.65 | 0.3284 |
| 1000 | 106.50 | 0.3333 |

**What a real ribbon changes.** Edge bonds differ from interior ones; a hopping larger by $\delta\approx0.12$ is a rough value. The two edge bonds carry a fraction $2(3/4)/(42/4)=6/42$ of the mode's weight on their columns. Thus one hopping in every four rises by $6\delta t/42$. In a four-site cell, the zero-energy states $(1,0,-1,0)/\sqrt2$ and $(0,1,0,-1)/\sqrt2$ are coupled by half this change, which opens a first-order gap of $6(0.12)(2.7)/42=0.0463$ eV. The full ribbon gives 43.7 meV.

Transmission at $E=0$ then vanishes, because the leads have no propagating state there. At 300 K and $n=10$ the conductance falls from 15.81 to 6.97 µS. This value follows the rough $\delta$ closely: it is 7.98 µS for $\delta=0.10$ and 6.09 µS for $\delta=0.14$. The ribbon without impurities already has a thermal transmission of only 0.601; the columns at $n=10$ reduce it to 0.0899, a ratio of 0.150 rather than 0.2. The independence of $n$ is lost. For $n=2$ and 12 the ratio is 0.14 to 0.15, but for $n=9$ and 11 it is 0.22 to 0.34, depending on where the columns sit relative to the strengthened bonds. The next subband starts at 0.322 eV, or $12.5\,k_BT$, and matters little.

The column potential is an idealisation, not a known defect. With the same energy on only one atom of each column, in row 19 of the first and row 20 of the second, $T=0.9800$ at $E=0$ for ideal edges and $n=10$. One such atom carries $(3/4)/(42/4)=1/14$ of the mode's weight on its column, so $\alpha=1/14$ and $T=1/(1+4/196)=0.98$. For even $n$ at $E=0$ the rows matter only because the open mode vanishes on every row whose number is divisible by 3. For odd $n$ the closed modes also couple the two atoms, and at $n=1$ the rows tried move $T$ between 0.88 and 0.99. More distant hoppings are omitted and are not small: a third-neighbour hopping of $0.1t$ raises the gap from 44 to 76 meV and lowers the next subband to 0.235 eV. Electron interactions, screening and phonons are also omitted, and their effects are not estimated here. The value $1/5$ is therefore a sharp benchmark for a transport calculation, not a prediction for a device.

## Computed values

```
separations 1 to 60, U=2t, E=0: min T = 0.2000000000
separations 1 to 60, U=2t, E=0: max T = 0.2000000000
U/t = 1.0, E=0: T(odd n) = 0.8000, T(even n) = 0.5000
U/t = 1.8, E=0: T(odd n) = 0.2759, T(even n) = 0.2358
U/t = 2.0, E=0: T(odd n) = 0.2000, T(even n) = 0.2000
U/t = 3.0, E=0: T(odd n) = 0.0471, T(even n) = 0.1000
one impurity, U=2t, E=0: T1 = 0.5000, R1 = 0.5000
incoherent partial sums: 0.2500, 0.3125, 0.3281, 0.3320
incoherent transmission = 0.333333
k = 1.3 rad/site, alpha=1, n=1..400: mean T = 0.3332
  same set: min T = 0.1111, max T = 0.9938
t = 2.7 eV, U = 5.4 eV, temperature = 300 K, kT = 0.02585 eV
t/(2 pi kT) = 16.62 sites
n = 2 (0.21 nm): thermal T = 0.2001, series 0.2002
n = 10 (1.06 nm): thermal T = 0.2040, series 0.2040
n = 30 (3.19 nm): thermal T = 0.2393, series 0.2393
n = 100 (10.65 nm): thermal T = 0.3284, series 0.3284
n = 1000 (106.50 nm): thermal T = 0.3333, series 0.3333
ribbon: 41 rows, width 4.92 nm, bond 0.142 nm
ideal ribbon, no impurity, E=0: T = 1.00000
ideal ribbon, two full columns, n = 1, E=0: T = 0.20000
ideal ribbon, two full columns, n = 2, E=0: T = 0.19999
ideal ribbon, two full columns, n = 3, E=0: T = 0.20000
ideal ribbon, two full columns, n = 10, E=0: T = 0.19999
ideal ribbon, one atom per column, n = 10, E=0: T = 0.9800
conductance quantum 2e^2/h = 77.481 uS
conductance at E=0: coherent 15.50 uS, incoherent 25.83 uS
edge hopping raised by 12 %: gap = 43.7 meV
  first-order gap 6*delta*t/(N+1) = 46.3 meV
  next subband starts at 0.322 eV = 12.5 kT
  two columns, n = 10, E=0: T = 1.9e-09
  thermal T without impurities = 0.6006 (from gap alone 0.6007)
  thermal T with two columns, n = 10: 0.0899
  ratio of these two = 0.1497
300 K, n = 10: ideal edges 15.81 uS, stronger edges 6.97 uS
```
